\section*{Exact Crystallization Front of a Double-Well Phase Field with Cubic Tilt}

\section{Scaling, symmetry and the model}

A planar crystallization front is described by a gradient coefficient $\kappa$ (energy/length), a double-well parameter $W$ (energy/volume), a driving force $G$ (energy/volume) and a kinetic coefficient $M$ (volume/(energy$\times$time)). They supply one length, $\sqrt{\kappa/W}$, one rate, $MW$, and one dimensionless number, $G/W$. The speed must therefore have the form
\begin{equation}
v=M\sqrt{\kappa W}\;\Phi(G/W).
\label{eq:scaling}
\end{equation}
If exchanging the two phases is equivalent to reversing $G$, then $\Phi$ is odd. Scaling and symmetry thus allow a linear law at small $G$, but also cubic and higher odd terms. Whether these vanish depends on how the driving force enters the free energy.

Let $\phi=1$ denote crystal and $\phi=0$ amorphous material. The free energy per area is
\begin{align}
F&=\int\left[\frac{\kappa}{2}\phi_x^2+f(\phi)\right]dx,\\
f&=W\phi^2(1-\phi)^2-G\,h(\phi),\qquad h=\phi^2(3-2\phi).
\end{align}
Since $h(0)=0$ and $h(1)=1$, $G=f(0)-f(1)$ is the free energy released per crystallized volume. The crystal lies on the left, so $v>0$ means growth. The parameters $\kappa,W,M$ are positive and uniform, and temperature is fixed.

The cubic satisfies $h(1-\phi)=1-h(\phi)$. Replacing $\phi(x)$ by $1-\phi(-x)$ therefore changes $f$ only by a constant and the sign of $G$. It keeps the crystal on the left and reverses the velocity, as the symmetry argument requires.

\section{The exact front}

The order parameter is not conserved and relaxes as $\phi_t=-M\,\delta F/\delta\phi$. Varying $F$ and integrating $\kappa\phi_x\,\delta\phi_x$ by parts gives $\delta F/\delta\phi=f'-\kappa\phi_{xx}$. The derivative of the local energy is
\begin{align}
f'&=2W\phi(1-\phi)^2-2W\phi^2(1-\phi)-6G\phi(1-\phi)\nonumber\\
&=\phi(1-\phi)\,[2W(1-2\phi)-6G].
\label{eq:force}
\end{align}
Hence
\begin{equation}
\phi_t=M\left\{\kappa\phi_{xx}-\phi(1-\phi)[2W(1-2\phi)-6G]\right\}.
\label{eq:pde}
\end{equation}

With $\xi=x-vt$ and $T=\tanh(\xi/2\delta)$, try $\phi=(1-T)/2$. Then $\phi(1-\phi)=(1-T^2)/4$, and since $dT/d\xi=(1-T^2)/2\delta$,
\begin{align}
\phi'&=-\frac{1-T^2}{4\delta}=-\frac{\phi(1-\phi)}{\delta},\label{eq:first}\\
\phi''&=-\frac{(1-2\phi)\phi'}{\delta}
=\frac{\phi(1-\phi)(1-2\phi)}{\delta^2}.
\end{align}
Also $\phi_t=-v\phi'=v\phi(1-\phi)/\delta$. Substituting into (\ref{eq:pde}) and dividing by $\phi(1-\phi)$, which is nonzero at finite $\xi$, leaves
\begin{equation}
\frac{v}{\delta}=M\left[\left(\frac{\kappa}{\delta^2}-2W\right)(1-2\phi)+6G\right].
\end{equation}
The left side is constant while $1-2\phi$ varies through the front, so its coefficient must vanish. The result is
\begin{equation}
\boxed{\phi=\frac12\left[1-\tanh\frac{x-vt}{2\delta}\right],\quad
\delta=\sqrt{\frac{\kappa}{2W}},\quad v=6M\delta G.}
\label{eq:result}
\end{equation}
In (\ref{eq:scaling}) this is $\Phi(g)=3\sqrt2\,g$. The width does not depend on $G$.

\subsection{Which tilt preserves the profile}

Keep the same well but let $h$ be any tilt with $h(1)-h(0)=1$. If the profile keeps its zero-drive shape and width when $G\ne0$, the gradient and well terms still cancel, leaving
\begin{equation}
\frac{v}{\delta}\phi(1-\phi)=MG\,h'(\phi).
\end{equation}
Thus $h'=C\phi(1-\phi)$. Integrating from 0 to 1 gives $C/6=1$, which fixes the cubic up to an additive constant.

For another tilt that leaves the phases at $\phi=0,1$, multiply the travelling-wave equation $M\kappa\phi''+v\phi'-Mf'=0$ by $\phi'$ and integrate. The first term is a total derivative that vanishes at both ends, so
\begin{equation}
v\int\phi'^2d\xi=M[f(0)-f(1)]=MG.
\label{eq:power}
\end{equation}
At $G=0$, (\ref{eq:first}) gives $\int\phi'^2d\xi=\delta^{-1}\int_0^1\phi(1-\phi)\,d\phi=1/(6\delta)$. The speed is therefore again $6M\delta G$ to first order, but a change of profile can alter it at higher order. For the quintic $h=\phi^3(10-15\phi+6\phi^2)$, the computed speed is 0.998 of the linear value at $G/W=0.03$ and 0.885 at $G/W=0.30$. For the cubic, the same phase-plane calculation, which assumes no profile, reproduces (\ref{eq:result}) to the six printed decimals at both values.

\section{Parameters from interface properties}

Define $\sigma$ as the interface energy at $G=0$. There $\kappa\phi'^2/2=W\phi^2(1-\phi)^2$, by (\ref{eq:first}) and $\kappa=2W\delta^2$. The gradient and well energies are equal, and
\begin{equation}
\sigma=\int\kappa\phi'^2dx=\frac{\kappa}{6\delta}=\frac{W\delta}{3}.
\end{equation}
For chosen $\sigma$ and $\delta$, the inputs to an implementation are
\begin{equation}
W=\frac{3\sigma}{\delta},\qquad \kappa=6\sigma\delta,\qquad
M=\frac{v}{6\delta G}.
\label{eq:inputs}
\end{equation}
Equivalently, $v=(M\kappa/\sigma)G$. If $\delta$ is changed at fixed $\sigma$ and $G$, $M$ must change as $1/\delta$ to preserve the speed of the tanh front. This rule has a limit: for $G>2W/3$, or $\delta>2\sigma/G$, a front started from a sharp step has a lower average speed at long times than the tanh front. This is proved below for $G\ge W$ and found numerically at three values between $2W/3$ and $W$.

\section{Where the front is unique and stable}

\subsection{Local stability of the two phases}

Differentiating (\ref{eq:force}) at its end points gives
\begin{equation}
f''(0)=2W-6G,\qquad f''(1)=2W+6G.
\end{equation}
Both phases are local minima when
\begin{equation}
|G|<W/3\quad\Longleftrightarrow\quad |G|\delta<\sigma.
\label{eq:window}
\end{equation}
A diffuse interface that is too wide for the driving force therefore destroys the barrier protecting the amorphous phase.

\subsection{Uniqueness}

Inside (\ref{eq:window}), describe a decreasing front by $p(\phi)=-\phi'>0$. Since $\phi''=p\,dp/d\phi$, the travelling-wave equation becomes
\begin{equation}
\kappa p\frac{dp}{d\phi}=\frac{v}{M}p+f'(\phi),\qquad p(0)=p(1)=0.
\label{eq:phase}
\end{equation}
Near the ends $p\simeq\lambda\phi$ and $p\simeq\mu(1-\phi)$, where $\lambda,\mu$ are the positive roots of
\begin{equation}
\kappa\lambda^2-\frac{v}{M}\lambda=f''(0),\qquad
\kappa\mu^2+\frac{v}{M}\mu=f''(1).
\end{equation}
As $v$ increases, $\lambda$ increases and $\mu$ decreases. Suppose fronts existed with speeds $v_2>v_1$. Then $p_2>p_1$ near $\phi=0$ and $p_2<p_1$ near $\phi=1$. At their first crossing $dp_2/d\phi\le dp_1/d\phi$. But (\ref{eq:phase}) gives a slope difference $(v_2-v_1)/(M\kappa)>0$ there, a contradiction.

Two different curves with the same speed are also excluded. Their difference $q$ obeys $dq/d\phi=-f'q/(\kappa p_1p_2)$. Because $f'>0$ just above $\phi=0$, a nonzero $|q|$ grows as $\phi\to0$, whereas both curves must vanish there. The monotone front is unique up to translation.

\subsection{Linear stability}

Write $\phi=\phi_0(\xi)+u(\xi,t)$. To first order in $u$,
\begin{equation}
u_t=M\kappa u''+vu'-Mf''(\phi_0)u.
\end{equation}
Set $u=e^{-a\xi}w$ with $a=v/(2M\kappa)$. This choice cancels the terms in $w'$, while the terms in $w$ add $M\kappa a^2-va=-v^2/(4M\kappa)$. Thus $w_t=-Hw$, with
\begin{equation}
H=-M\kappa\frac{d^2}{d\xi^2}+Mf''(\phi_0)+\frac{v^2}{4M\kappa}.
\end{equation}
Translation of the front gives the zero mode $w_0=-\phi_0'e^{a\xi}$, which has no nodes. Here $a=3G/(2W\delta)$ and $\phi_0'$ decays as $e^{-|\xi|/\delta}$, so $w_0$ is normalizable for $|G|<2W/3$. It is then the ground state of $H$.

At $\xi\to\pm\infty$ the potential in $H$ tends to $M(2W\mp3G)^2/(2W)$, so the continuous spectrum also lies above zero. Small disturbances that are square-integrable in $w$ decay, apart from a shift of the front.

In evolution from a sharp step, with $\delta=W=M=1$, speeds of $-0.8997$, $0.5998$ and $1.7990$ were found for $G/W=-0.15$, $0.10$ and $0.30$. The predictions are $-0.9$, $0.6$ and $1.8$. The grid spacing was $0.1\delta$ and the explicit time step $0.001/(MW)$. For central differences and forward Euler stepping, the diffusion term alone requires $\Delta t\le\Delta x^2/(2M\kappa)$, because its shortest wave is multiplied by $1-4M\kappa\Delta t/\Delta x^2$ per step.

\section{Beyond the stability window}

For $G>W/3$, small positive $\phi$ grows at the rate $r=M(6G-2W)$. An exponential leading edge $e^{-k(x-ct)}$ obeys $ck=M\kappa k^2+r$, so
\begin{equation}
c=M\kappa k+\frac{r}{k}\ge2\sqrt{M\kappa r}
=2M\sqrt{\kappa(6G-2W)}\equiv v_{\rm lin}.
\end{equation}
The tanh edge has $k=1/\delta$ and gives $c=2MW\delta+\delta r=6M\delta G$. Hence $v_{\rm lin}\le6M\delta G$, with equality at $M\kappa/\delta^2=r$, or $G=2W/3$. At this same value the translation mode ceases to be normalizable.

For $G\ge W$ a sharp step cannot develop into the tanh front. The local growth term is
\begin{equation}
\phi\left[r+(4MW-r)\phi-4MW\phi^2\right]\le r\phi,
\end{equation}
because $r\ge4MW$ and $0\le\phi\le1$. The solution therefore stays below any solution of the linear equation that starts above the step. The exponential moving at $v_{\rm lin}$ is such a solution, so the average front speed at long times cannot exceed $v_{\rm lin}<6M\delta G$.

In scaled units the evolved speed at $G/W=1.20$, averaged between times 12 and 20, was 6.37, against $v_{\rm lin}=6.45$ and a tanh speed of 7.20. This value is not converged: such a front approaches $v_{\rm lin}$ slowly from below, and a higher-order scheme gives 6.40 over the same times and 6.44 between times 40 and 80. At $G/W=0.45$ it was 2.697, against a tanh speed of 2.700 and $v_{\rm lin}=2.366$. Which speed a sharp step selects for $W/3<G<W$ is not proved here. Numerically the choice changes at $G=2W/3$: between times 40 and 80 the speed is 3.60 at $G/W=0.60$, the tanh value, but 4.46, 4.88 and 5.20 at $G/W=0.75$, $0.83$ and $0.90$, just below $v_{\rm lin}=4.47$, $4.90$ and $5.22$ and below the tanh speeds 4.50, 5.00 and 5.40. These runs started with $\phi=0$ ahead of the step; noise there would grow throughout the amorphous region.

\section{Weak curvature}

For a crystalline cylinder of radius $R\gg\delta$, the Laplacian adds $\phi_r/r$. To leading order the profile is $\phi_0(r-R)$ and $r$ may be replaced by $R$ within the front. The terms of the planar equation sum to $-6M\delta G\phi_0'$, so
\begin{align}
-\dot R\,\phi_0'&=-6M\delta G\,\phi_0'+\frac{M\kappa}{R}\phi_0',\nonumber\\
\dot R&=\frac{M\kappa}{\sigma}\left(G-\frac{\sigma}{R}\right).
\label{eq:curved}
\end{align}
For $G/W=0.20$ and a cylinder started at $R=20\delta$, (\ref{eq:curved}) assigns 12.01 time units of $1/(MW)$ to growth that took 12 in the evolution. The planar law assigns 11.43.

\section{Example: regrowth of amorphous silicon}

Consider amorphous silicon regrowing on (001) silicon at 873 K. Rough typical inputs are a speed of 1 nm/s, a driving force of 0.10 eV per atom and $\sigma=2.0$ eV/nm$^2$ (0.32 J/m$^2$). The interface energy is the least certain of these. The width parameter is chosen as $\delta=0.15$ nm. With eight atoms in a cubic cell of edge 0.543 nm,
\begin{align}
G&=\frac{8}{(0.543)^3}(0.10)=5.00\ {\rm eV/nm^3},\\
W&=\frac{3(2.0)}{0.15}=40.0\ {\rm eV/nm^3},\\
\kappa&=6(2.0)(0.15)=1.80\ {\rm eV/nm},\\
M&=\frac{1.0}{6(0.15)(5.00)}=0.222\ {\rm nm^3/(eV\,s)}.
\end{align}
The speed calibrates $M$ and is not a prediction. At this speed, 100 nm regrows in 100 s.

Here $G/W=0.125$, inside (\ref{eq:window}). Since $\phi=1/(1+e^{\xi/\delta})$, the 10--90\% width is $2\delta\ln9=0.66$ nm. The slowest decaying mode of $H$ has the computed rate $1.29\,MW$, so the profile relaxes in $1/(1.29\times0.222\times40.0)=0.087$ s. The front moves about 0.09 nm in that time.

\subsection{The cost of a wider interface}

With $\sigma$ and $G$ fixed, (\ref{eq:window}) requires $\delta<\sigma/G=0.40$ nm. Setting $\delta=1$ nm to permit a coarse grid gives $W=6.0$ eV/nm$^3$ and $G/W=0.83$. Recalibration gives $M=0.0333$ nm$^3$/(eV\,s), and the amorphous phase becomes unstable at the rate
\begin{equation}
r=0.0333\,[6(5.00)-2(6.0)]=0.60\ {\rm s^{-1}}.
\end{equation}
Positive noise of size $10^{-3}$ then grows to order one in about $\ln(10^3)/0.60=12$ s, whereas a front needs roughly 100 s to cross 100 nm. Since $G/W>2/3$, a front started from a step would also tend to $v_{\rm lin}$, 2\% below the calibrated speed. Negative noise runs towards a spurious minimum at $\phi=1/2-3G/(2W)<0$. The quintic tilt avoids this instability, since its $f''(0)=2W$ for every $G$, but it gives up the exact linear law. At $G/W=0.83$ its speed is only 0.67 of $6M\delta G$, so $M$ must be calibrated numerically, and its barriers lie at $\phi=0.074$ and $\phi=1.086$, so only small noise is suppressed.

\subsection{Comparison with the real process}

Among the effects estimated here, the largest departures are from the assumption of a single constant $M$. Growth on (111) is slower by a rough factor of 20, which would lengthen the 100 s to about 2000 s. High concentrations of active dopants can speed growth by a rough factor of 5, shortening it to about 20 s. With a rough activation energy of 2.7 eV, a 10 K rise multiplies the speed by 1.50, so $M$ must be calibrated at each temperature.

Linearity in $G$ is also an approximation, because the driving force per atom is $1.33\,kT$. If forward and backward atomic jumps give $v\propto1-e^{-\Delta g/kT}$, with $\Delta g$ the driving force per atom, halving $\Delta g$ at fixed temperature leaves 0.66 of the speed. The phase field calibrated at full drive leaves 0.50.

Three further effects are smaller for these numbers; stress and impurities such as hydrogen, which also change the speed, are not estimated. Evolving the equation on planes separated by the (001) layer spacing, 0.136 nm, with all parameters fixed, lowers the speed by 2\%. This is also the discretization error of a grid with that spacing; it is not an atomistic model of silicon. By (\ref{eq:curved}), curvature slows a cylinder by 1\% at $R=100\sigma/G=40$ nm. Releasing a rough 0.12 eV per atom as heat gives 0.96 W/m$^2$, which raises the temperature by about 0.006 K if one black face radiates it away.

The numerical output below lists the computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
SCALED TESTS (delta = W = M = 1)
G/W=0.03: shooting v=0.180000, formula=0.180000
G/W=0.10: shooting v=0.600000, formula=0.600000
G/W=0.30: shooting v=1.800000, formula=1.800000
G/W=-0.15: evolved v=-0.8997, formula=-0.9000
G/W=0.10: evolved v=0.5998, formula=0.6000
G/W=0.30: evolved v=1.7990, formula=1.8000
quintic v/(6 M delta G), G/W=0.03: 0.998190
quintic v/(6 M delta G), G/W=0.30: 0.884745
G/W=0.45: evolved v=2.6973, tanh=2.7000, linear edge=2.3664
G/W=1.20: evolved v=6.3696, tanh=7.2000, linear edge=6.4498
cylinder, G/W=0.20: radius 20 at start; time 12 predicted as 12.010, flat law 11.434
SILICON EXAMPLE: rough inputs
temperature = 873 K; kT = 0.07523 eV
speed used to calibrate M = 1.00 nm/s
driving force = 0.10 eV/atom
interface energy = 2.00 eV/nm2 = 0.320 J/m2
delta = 0.150 nm; lattice constant = 0.543 nm
SILICON EXAMPLE: results
atom density = 49.97 nm^-3
G = 4.997 eV/nm3
W = 40.00 eV/nm3; kappa = 1.800 eV/nm
M = 0.22237 nm3/(eV s); v/G = 0.20013 nm4/(eV s)
G/W = 0.1249; sigma from quadrature = 2.000000 eV/nm2
10-90% width = 0.6592 nm
largest delta for local stability = 0.4003 nm
lowest two scaled decay rates = 0.0000, 1.2897
relaxation time = 0.0872 s
time to regrow 100 nm = 100.0 s
delta = 1.0 nm instead: G/W = 0.8328, M = 0.03335 nm3/(eV s)
  amorphous instability growth rate = 0.5997 s^-1
NEGLECTED EFFECTS
driving force/kT = 1.3293
speed ratio at half drive: linear 0.5, activated 0.6603
layer spacing = 0.13575 nm; lattice/continuum speed = 0.9798
activation energy = 2.7 eV; speed factor for +10 K = 1.5015
heat = 0.12 eV/atom; flux = 0.9607 W/m2; radiative self-heating = 0.00637 K
cylinder radius for 1% slowing = 40.03 nm
(111) rough slowing 20: regrowth time = 2000 s
dopant rough speed-up 5: regrowth time = 20 s
\end{verbatim}
